# Pluvinage's helium function: neglected cross terms and the optimal wave number

**Question**

I am trying to understand Pluvinage's wave function for the helium ground state. As I understand it, one writes the Hamiltonian in the distances $r_1$, $r_2$, $r_{12}$, drops some "cross terms", and what remains separates into two hydrogenic orbitals and a repulsive Coulomb wave in $r_{12}$ with wave number $k$. Then $k$ is optimised, and the energy should come out near $-2.878$ hartree.

When I do this, the separated equation gives $E=-Z^2+k^2$. For $Z=2$ its lowest value for real $k$ is $-4$ hartree, at $k=0$, which is far too low, and there is nothing to optimise. Which terms have been dropped, how large are they, and what is being minimised?

**Answer**

Your eigenvalue is right, but it belongs to a truncated operator. The cross terms are dropped only to find the shape of the function. They must be put back when its energy is computed, and then $k$ has a proper optimum.

I use hartree atomic units, a fixed point nucleus and no relativity. The state is a spin singlet with zero total orbital angular momentum, so the spatial function is symmetric and depends on the three distances alone.

**1. The cross terms**

Let $\mathbf n=(\mathbf r_1-\mathbf r_2)/r_{12}$, and let $\partial_1,\partial_2,\partial_{12}$ be derivatives with respect to the three distances. Since $\nabla_1r_1=\hat{\mathbf r}_1$ and $\nabla_1r_{12}=\mathbf n$,

$$\nabla_1\psi=\hat{\mathbf r}_1\,\partial_1\psi+\mathbf n\,\partial_{12}\psi .$$

Now take the divergence. With $\nabla_1\cdot\hat{\mathbf r}_1=2/r_1$, $\nabla_1\cdot\mathbf n=2/r_{12}$ and $c_1=\hat{\mathbf r}_1\cdot\mathbf n$, the two pieces are

$$\nabla_1\cdot(\hat{\mathbf r}_1\partial_1\psi)=\partial_1^2\psi+c_1\partial_1\partial_{12}\psi+\frac{2}{r_1}\partial_1\psi,$$
$$\nabla_1\cdot(\mathbf n\,\partial_{12}\psi)=\partial_{12}^2\psi+c_1\partial_1\partial_{12}\psi+\frac{2}{r_{12}}\partial_{12}\psi .$$

The mixed derivative appears twice. For electron 2, $\nabla_2r_{12}=-\mathbf n$, so the same steps hold with $c_2=-\hat{\mathbf r}_2\cdot\mathbf n$. Multiplying both Laplacians by $-\tfrac12$ and adding the potential gives $H=H_0+C$, with

$$H_0=\sum_{i=1}^{2}\left[-\frac12\left(\partial_i^2+\frac{2}{r_i}\partial_i\right)-\frac{Z}{r_i}\right]-\partial_{12}^2-\frac{2}{r_{12}}\partial_{12}+\frac1{r_{12}},$$
$$C=-c_1\,\partial_1\partial_{12}-c_2\,\partial_2\partial_{12}.$$

The $r_{12}$ part has coefficient 1 rather than $\tfrac12$ because both electrons contribute; this is relative motion with reduced mass $\tfrac12$. The law of cosines gives

$$c_1=\frac{r_1^2+r_{12}^2-r_2^2}{2r_1r_{12}},\qquad c_2=\frac{r_2^2+r_{12}^2-r_1^2}{2r_2r_{12}}.$$

$C$ is the neglected part. No potential energy is dropped: all three Coulomb terms are in $H_0$.

**2. The product function**

For $e^{-Zr}$ the one-electron bracket gives $-Z^2/2+Z/r-Z/r=-Z^2/2$. Hence

$$\psi_k=e^{-Z(r_1+r_2)}f(r_{12}),\qquad H_0\psi_k=(-Z^2+k^2)\psi_k,$$

provided that, writing $r$ for $r_{12}$,

$$f''+\frac2r f'-\frac1r f+k^2f=0,\qquad f(0)=1 .$$

Nothing quantises $k$: the regular solution exists for every $k$. To obtain it, insert $f=\sum_n c^{(n)}r^n$ and collect the power $r^{n-1}$. The first two terms give $[n(n+1)+2(n+1)]c^{(n+1)}$, so

$$c^{(n+1)}=\frac{c^{(n)}-k^2c^{(n-1)}}{(n+1)(n+2)},\qquad f=1+\frac r2+\left(\frac1{12}-\frac{k^2}{6}\right)r^2+\cdots,$$

with $c^{(-1)}=0$. The slope $f'(0)=\tfrac12$ is the electron-electron cusp, and it holds for every $k$. The wave number first enters in the curvature: at short range a larger $k^2$ makes $f$ rise less.

For a closed form, put $f=e^{-ikr}g(z)$ with $z=2ikr$. Then

$$f'=e^{-ikr}(2ik\,g'-ik\,g),\qquad f''=e^{-ikr}(-4k^2g''+4k^2g'-k^2g).$$

Substitute these, use $1/r=2ik/z$, and multiply by $-z/(4k^2)$:

$$z g''+(2-z)g'-\left(1-\frac{i}{2k}\right)g=0 .$$

This is Kummer's equation, so the regular solution is

$$f(r)=e^{-ikr}\,{}_1F_1\!\left(1-i\eta;2;2ikr\right),\qquad \eta=\frac1{2k}.$$

It is real, because the series above has real coefficients. As $k\to0$ the recursion gives $f=\sum_n r^n/[n!(n+1)!]=I_1(2\sqrt r)/\sqrt r$, where $I_1$ is a modified Bessel function. This limit has no oscillation.

**3. Long-range form**

For large imaginary $z$, the confluent function has two leading terms. One of them contributes to $f$

$$e^{ikr}\frac{(2ikr)^{-1-i\eta}}{\Gamma(1-i\eta)}
=\frac{e^{\pi\eta/2}}{|\Gamma(1+i\eta)|}\,\frac{e^{i(kr-\eta\ln 2kr+\sigma)}}{2ikr},\qquad \sigma=\arg\Gamma(1+i\eta),$$

where $i^{-1-i\eta}=-i\,e^{\pi\eta/2}$ was used. Since $f$ is real, the other term is the complex conjugate. Their sum is

$$f(r)\to\frac{\sin(kr-\eta\ln 2kr+\sigma)}{C_0\,kr},\qquad C_0^2=\frac{2\pi\eta}{e^{2\pi\eta}-1}.$$

The constant follows from $|\Gamma(1+i\eta)|^2=\pi\eta/\sinh\pi\eta$. The logarithm is the mark of the unscreened $1/r$ repulsion.

This is the long-range form of the separated $r_{12}$ equation, not of the helium ground state. If electron 1 is far away and the other is left in the ion's ground state, the leading radial equation is $-\tfrac12\chi''\approx(E+Z^2/2)\chi$. With the computed Hylleraas energy $E=-2.9037$ discussed below, $\chi$ decays roughly as $e^{-\sqrt{2(0.9037)}\,r_1}=e^{-1.344r_1}$. Pluvinage's function has $e^{-2r_1}$ and is too compact there.

**4. What the neglected terms do**

On $\psi_k$, both $\partial_1$ and $\partial_2$ give a factor $-Z$. Therefore

$$\frac{C\psi_k}{\psi_k}=Z(c_1+c_2)\frac{f'}{f}.$$

With $\theta$ the angle between the electrons as seen from the nucleus,

$$c_1+c_2=(\hat{\mathbf r}_1-\hat{\mathbf r}_2)\cdot\frac{\mathbf r_1-\mathbf r_2}{r_{12}}
=\frac{(r_1+r_2)(1-\cos\theta)}{r_{12}} .$$

The local energy is thus

$$\frac{H\psi_k}{\psi_k}=-Z^2+k^2+Z\,\frac{(r_1+r_2)(1-\cos\theta)}{r_{12}}\,\frac{f'}{f}.$$

An exact eigenfunction would make this constant. Here is how it behaves in different regions:

- When the electrons meet away from the nucleus, $\hat{\mathbf r}_1-\hat{\mathbf r}_2\to0$ and the cross term vanishes.
- When electron 1 reaches the nucleus, $c_1+c_2\to1-\cos\theta$. The term stays finite but depends on the direction of approach. The Coulomb singularities have been cancelled by the cusps in $\psi_k$.
- When the electrons are far away on opposite sides, $c_1+c_2=2$. The term becomes $2Zf'/f$, which oscillates instead of dying out. Dropping $C$ is therefore not justified by large separation.
- At a node of $f$ the ratio diverges, although $C\psi_k$ itself is finite.

**5. The energy to minimise**

The quantity to minimise is $E(k)=\langle\psi_k|H|\psi_k\rangle/\langle\psi_k|\psi_k\rangle$. Because $\psi_k$ is square integrable and $H$ is the full Hamiltonian, this is an upper bound to the ground-state energy of the model. The number $-Z^2+k^2$ has no such property.

At fixed $r_1,r_2$ we have $r_{12}\,dr_{12}=r_1r_2\sin\theta\,d\theta$, so the volume element is $8\pi^2r_1r_2r_{12}\,dr_1dr_2dr_{12}$, restricted to distances that form a triangle. Set $s=r_1+r_2$, $t=r_1-r_2$, $r=r_{12}$ and $a=2Z$. Then $s\ge r$, $|t|\le r$, $dr_1dr_2=\tfrac12ds\,dt$ and $r_1r_2=(s^2-t^2)/4$. Apart from $8\pi^2$, the weight of $f^2$ in the norm is

$$r\int_r^\infty ds\,e^{-as}\int_{-r}^{r}dt\,\frac{s^2-t^2}{8}
=r\int_r^\infty ds\,e^{-as}\left(\frac{rs^2}{4}-\frac{r^3}{12}\right).$$

The required integrals are

$$\int_r^\infty e^{-as}ds=\frac{e^{-ar}}a,\quad
\int_r^\infty s\,e^{-as}ds=e^{-ar}\left(\frac ra+\frac1{a^2}\right),$$
$$\int_r^\infty s^2e^{-as}ds=e^{-ar}\left(\frac{r^2}{a}+\frac{2r}{a^2}+\frac2{a^3}\right).$$

The $r^2/a$ terms combine as $\tfrac14-\tfrac1{12}=\tfrac16$, and the weight is $W/(6a^3)$ with

$$W(r)=r^2e^{-ar}(a^2r^2+3ar+3).$$

For the cross term we need

$$1-\cos\theta=\frac{r^2-t^2}{2r_1r_2}=\frac{2(r^2-t^2)}{s^2-t^2}.$$

The factor $s^2-t^2$ cancels against the volume element, leaving

$$Z\int_r^\infty ds\,e^{-as}\int_{-r}^r dt\,\frac{s(r^2-t^2)}4
=\frac{Zr^3}{3}\int_r^\infty s\,e^{-as}ds=\frac{Zr^3(1+ar)e^{-ar}}{3a^2}$$

as the weight of $ff'$. Multiplying by the common factor $6a^3$ and using $2Z=a$,

$$E(k)=-Z^2+k^2+\frac{\int_0^\infty a^2r^3(1+ar)e^{-ar}ff'\,dr}{\int_0^\infty Wf^2\,dr}.$$

The last term is $\langle C\rangle$, the piece missing from your calculation.

A second form shows the physics better. Differentiating $W$ gives $2W/r-W'=a^2r^3(1+ar)e^{-ar}$. Integrate by parts, with vanishing boundary terms, and replace $f''$ from its equation:

$$\int Wf'^2dr=-\int f(W'f'+Wf'')dr
=\int\left(\frac{2W}{r}-W'\right)ff'\,dr+k^2\int Wf^2dr-\int\frac{W}{r}f^2dr .$$

Consequently

$$E(k)=-Z^2+\frac{\int W\left(f'^2+f^2/r\right)dr}{\int Wf^2dr}.$$

This form holds for other smooth factors $f$ too, as long as the integrals and boundary terms behave. For a general $f$, the term $k^2f$ produced by $H_0$ is replaced by $-f''-2f'/r+f/r$, while the cross term keeps its weight $2W/r-W'$. The numerator added to $-Z^2$ is then

$$\int\left[Wf\left(-f''-\frac2rf'+\frac1rf\right)+\left(\frac{2W}{r}-W'\right)ff'\right]dr
=\int\left[-f\,(Wf')'+\frac{W}{r}f^2\right]dr=\int W\left(f'^2+\frac{f^2}{r}\right)dr,$$

where the $2/r$ terms cancel and the last step is an integration by parts. For $f=1$ it gives $\langle1/r_{12}\rangle=(15/a^2)/(48/a^3)=5a/16=5Z/8$. For helium this is 1.25 hartree and $E=-2.75$ hartree, the usual first-order result.

**6. Optimising $k$ for helium**

With $Z=2$, so $a=4$, the one-dimensional integrals give:

| $k^2$ (bohr$^{-2}$) | $E$ (hartree) |
|---|---|
| $-0.1$ | $-2.86902$ |
| $0$ | $-2.87462$ |
| $0.1$ | $-2.87757$ |
| $0.2$ | $-2.87794$ |
| $0.3$ | $-2.87579$ |
| $0.5$ | $-2.86420$ |

Negative $k^2$ means an exponentially growing $f$, still normalisable for $k^2>-Z^2$, because $f^2$ grows as $e^{2|k|r}$ while the orbitals supply the weight $e^{-2Zr}$. I included it to see whether the minimum really falls at real $k$. It does: numerical minimisation gives $k^2=0.1643$ bohr$^{-2}$, or $k=0.405$ bohr$^{-1}$, and

$$E=-4+0.1643+0.9576=-2.8781\ \text{hartree}\quad(-78.317\ \text{eV}).$$

The neglected terms thus contribute almost one hartree. A direct three-dimensional integration, with the full Laplacian taken by finite differences, agrees to about $2\times10^{-6}$ hartree.

The minimum is shallow: $k^2=0.2$ costs only 0.16 millihartree, so the energy fixes $k$ rather loosely.

The second form reads

$$E=-4+0.1345+0.9874=-2.8781\ \text{hartree}.$$

Compared with $f=1$, the mean repulsion falls from 1.2500 to 0.9874 hartree, a gain of 0.2626. The gradient term costs 0.1345, leaving a net gain of 0.1281 hartree. The gradient term is not the whole change in kinetic energy, since $f$ also alters the one-electron averages, whose remaining effect is collected in $-Z^2$.

The local energy shows where the function is imperfect. For $r_1=r_2=1$ bohr and $\theta=180^\circ$, $r_{12}=2$ bohr and

$$\frac{C\psi_k}{\psi_k}=2\cdot\frac{2\cdot2}{2}\cdot\frac{0.6792}{2.1971}=1.237\ \text{hartree}.$$

The local energy there is $-3.836+1.237=-2.599$ hartree. At $60^\circ$ the cross term is 0.777 and the local energy $-3.059$ hartree. When the electrons coincide away from the nucleus it is $-3.836$ hartree. The average is good, but the local values are far from constant.

The oscillation of $f$ does little harm to this energy. A ground state should have no node, whereas this $f$ has its first one at 15.87 bohr. The probability of finding the electrons farther apart than that, computed from $\psi_k$, is about $4\times10^{-24}$.

**7. How much does the Coulomb wave cost?**

Keep the orbitals $e^{-2r_1}e^{-2r_2}$ but let $f(r_{12})$ be free. Making the second energy formula stationary gives

$$-f''-\frac{W'}{W}f'+\frac1r f=\lambda f,\qquad \lambda=E+Z^2,$$
$$\frac{W'}{W}=\frac2r-\frac{a^2r(1+ar)}{a^2r^2+3ar+3}.$$

Pluvinage's equation keeps the $2/r$ and lacks the second part, which is the cross term averaged over $r_1$ and $r_2$ at fixed $r_{12}$. Both equations give the cusp slope $\tfrac12$, but their curvatures differ. The free factor has $r^2$ coefficient $(\tfrac12-\lambda)/6$. Its computed energy is $-2.87936$ hartree, so $\lambda=1.1206$ and the coefficient is $-0.103$ bohr$^{-2}$. The optimal Coulomb wave has $1/12-0.1643/6=+0.056$ bohr$^{-2}$. Despite this, the Coulomb wave loses only 1.26 millihartree.

The larger error lies elsewhere. A 22-function Hylleraas expansion gives $-2.90371$ hartree, itself an upper bound; going from 13 to 22 functions lowered it by 0.07 millihartree, and 70 functions lower it by a further 0.015 millihartree, to $-2.90372$, so the last digit is not converged. Pluvinage's energy is 25.6 millihartree higher. Of this, 24.3 millihartree (24.4 against the 70-function value) remains even with the best $f$, so it comes from the restriction to fixed bare-nucleus orbitals times a function of $r_{12}$ alone.

Restricted Hartree–Fock in the cc-pV5Z basis gives $-2.861625$ hartree; a saturated basis lowers this by about 0.055 millihartree, to $-2.86168$, which leaves the share below at 0.39. Relative to these two computed levels, the recovered share of the correlation energy is

$$\frac{2.878099-2.861625}{2.903709-2.861625}\approx0.39 .$$

So a compact function with one adjustable parameter falls below this Hartree–Fock energy, but recovers less than half of the correlation energy. The remaining digits and the sizes of the numerical discrepancies are in the numerical output below.

## Table of computed values

```
nuclear charge Z = 2
optimal k = 0.40537 bohr^-1
optimal k^2 = 0.164325 bohr^-2
Coulomb parameter eta = 1.23344
separable eigenvalue -Z^2+k^2 = -3.835675 hartree
mean neglected cross term = 0.957575 hartree
Pluvinage energy = -2.878099 hartree
Pluvinage energy = -78.3171 eV
direct three-dimensional energy = -2.878101 hartree
mean (f'/f)^2 contribution = 0.134514 hartree
mean electron repulsion = 0.987387 hartree
energy at k^2 = -0.1 bohr^-2: -2.869022 hartree
energy at k^2 = 0.0 bohr^-2: -2.874621 hartree
energy at k^2 = 0.1 bohr^-2: -2.877571 hartree
energy at k^2 = 0.2 bohr^-2: -2.877938 hartree
energy at k^2 = 0.3 bohr^-2: -2.875789 hartree
energy at k^2 = 0.5 bohr^-2: -2.864204 hartree
r1=r2=1 bohr, angle 60 deg: r12 = 1.00000 bohr, f = 1.55319, f' = 0.60304 bohr^-1, C psi/psi = 0.77652 hartree
r1=r2=1 bohr, angle 120 deg: r12 = 1.73205 bohr, f = 2.01734, f' = 0.66220 bohr^-1, C psi/psi = 1.13711 hartree
r1=r2=1 bohr, angle 180 deg: r12 = 2.00000 bohr, f = 2.19712, f' = 0.67922 bohr^-1, C psi/psi = 1.23656 hartree
cusp slope f'(0)/f(0) = 0.500000 bohr^-1
first node of f = 15.8687 bohr
probability beyond first node = 4.37e-24
long-range error, 180-200 bohr = 0.01358 of amplitude
long-range error, 360-400 bohr = 0.00674 of amplitude
energy with f=1 = -2.750000 hartree
best free f(r12), same orbitals = -2.879363 hartree
loss from Coulomb-wave choice = 1.2638 millihartree
RHF/cc-pV5Z energy = -2.861625 hartree
Hylleraas energy, 13 functions = -2.903640 hartree
Hylleraas energy, 22 functions = -2.903709 hartree
Pluvinage energy above larger Hylleraas = 25.610 millihartree
correlation recovered relative to these levels = 39.15 percent
largest pointwise cross-term discrepancy = 3.57e-06 hartree
largest direct-energy discrepancy = 1.92e-06 hartree
```
